\section*{Logarithmic Resistivity of a Thin Metal Film with Diffuse Surfaces}

\section{Result}

A metal film of thickness $d$ has fully diffuse surfaces and a bulk mean free path $\lambda$. When $d$ is much smaller than $\lambda$, its resistivity $\rho$ relative to the bulk value $\rho_0$ approaches
\begin{equation}
\frac{\rho}{\rho_0}\sim\frac{4\lambda}{3d\,\ln(\lambda/d)} .
\label{eq:lead}
\end{equation}
The sign $\sim$ means that the ratio of the two sides tends to one. With $\kappa=d/\lambda$, $L=\ln(1/\kappa)$ and Euler's constant $\gamma$, the conductivity behind this statement is
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3\kappa}{4}\,(L+1-\gamma)+\frac{\kappa^2}{2}+O(\kappa^3L).
\label{eq:main}
\end{equation}
The logarithm comes from electrons that move nearly parallel to the surfaces. Directions are spread evenly in $u$, the cosine of the angle to the film normal, while the distance an electron can fly between surfaces grows as $1/u$. The sum over directions is therefore $\int du/u$. Geometry ends it at $u=1$ and bulk scattering ends it near $u=\kappa$.

The constant $1-\gamma\approx0.423$ matters in practice. Dividing \eqref{eq:lead} by the resistivity that follows from \eqref{eq:main} gives $1+(1-\gamma)/L$ up to terms of order $\kappa/L$, so the leading form is too large by a fraction that dies out only as fast as $1/L$.

\section{First derivation: the Boltzmann equation}

\subsection{Response of one direction}

The film occupies $0<z<d$, and a weak uniform field $E$ points along $x$. Hartree atomic units are used, so the electron has charge $-1$ and mass 1. The electrons are free, with Fermi wave number $k_F$, and bulk scattering has one relaxation time $\tau=\lambda/k_F$. Write the distribution as $f_0(\varepsilon)+f_1$, where $f_0$ is the equilibrium one. The force is $-E$ along $x$, and $\partial f_0/\partial v_x=v_xf_0'$. To first order in $E$ the steady Boltzmann equation is
\begin{equation}
v_z\frac{\partial f_1}{\partial z}-Ev_xf_0'=-\frac{f_1}{\tau}.
\end{equation}
In the bulk the derivative vanishes and $f_1=E\tau v_xf_0'$. In the film, set $f_1=E\tau v_xf_0'\,g$, so that $g$ is the response relative to bulk. Dividing by $Ev_xf_0'$ gives $\tau v_z\,\partial g/\partial z+g=1$.

Let $s$ be the distance, measured along the normal, from the surface the electron last left. For upward motion $s=z$, for downward motion $s=d-z$, and in both cases $v_z\,\partial/\partial z=|v_z|\,d/ds$. At the Fermi surface $|v_z|\tau=u\lambda$ with $u=|\cos\theta|$. Hence
\begin{equation}
u\lambda\frac{dg}{ds}+g=1,\qquad g(0)=0 .
\label{eq:g}
\end{equation}
The boundary condition expresses diffuse scattering: electrons leave with a distribution that depends on energy alone. Since $f_1$ is odd in $v_x$, it brings no net particles to the surface, and the outgoing equilibrium distribution needs no correction. The solution is $g=1-e^{-s/(\lambda u)}$.

The measured conductivity involves the average over thickness,
\begin{equation}
a(u)=\frac1d\int_0^d\!\left(1-e^{-s/(\lambda u)}\right)ds
=1-\frac{u}{\kappa}\left(1-e^{-\kappa/u}\right).
\label{eq:a}
\end{equation}

\subsection{Sum over directions}

The current density is $-2\int v_xf_1\,d^3k/(2\pi)^3$, where the factor 2 counts spin. At low temperature $-f_0'=\delta(\varepsilon-k_F^2/2)=\delta(k-k_F)/k_F$. In the bulk this gives
\begin{equation}
\sigma_0=\frac{\tau}{4\pi^3}\,k_F^3\int n_x^2\,d\Omega
=\frac{\tau k_F^3}{4\pi^3}\,\frac{4\pi}{3}=\frac{k_F^2\lambda}{3\pi^2},
\label{eq:s0}
\end{equation}
with $n_x=v_x/v$. In the film the angular integral carries the extra factor $a$. Since $n_x^2=(1-u^2)\cos^2\varphi$, the azimuth contributes $\pi$ and the two signs of $\cos\theta$ contribute 2. Dividing by $4\pi/3$,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\,a(u)\,du .
\label{eq:int}
\end{equation}
This holds for any thickness within the model.

\subsection{The thin limit}

Split \eqref{eq:int} as $\frac32(I_1-I_2)$, with $I_1=\int_0^1a\,du$ and $I_2=\int_0^1u^2a\,du$. In $I_1$ put $t=\kappa/u$, so that $du=-\kappa\,dt/t^2$ and $a=(t-1+e^{-t})/t$:
\begin{equation}
I_1=\kappa\int_\kappa^\infty\frac{t-1+e^{-t}}{t^3}\,dt .
\end{equation}
Two integrations by parts lower the power of $t$. The boundary terms at infinity vanish, and
\begin{equation}
\frac{I_1}{\kappa}=\frac{\kappa-1+e^{-\kappa}}{2\kappa^2}
+\frac{1-e^{-\kappa}}{2\kappa}+\frac12\int_\kappa^\infty\frac{e^{-t}}{t}\,dt .
\label{eq:parts}
\end{equation}
For the last integral, use the definition
$\gamma=\int_0^1(1-e^{-t})\,dt/t-\int_1^\infty e^{-t}\,dt/t$. Writing $e^{-t}=1-(1-e^{-t})$ between $\kappa$ and 1 gives
\begin{equation}
\int_\kappa^\infty\frac{e^{-t}}{t}dt
=L-\gamma+\int_0^\kappa\frac{1-e^{-t}}{t}dt
=L-\gamma+\kappa+O(\kappa^2).
\label{eq:e1}
\end{equation}
The first two terms of \eqref{eq:parts} expand to $\frac14-\frac{\kappa}{12}$ and $\frac12-\frac{\kappa}{4}$. Adding everything,
\begin{equation}
I_1=\frac{\kappa}{2}\left(L+\frac32-\gamma\right)+\frac{\kappa^2}{6}+O(\kappa^3).
\end{equation}

In $I_2$ the factor $u^2$ suppresses grazing directions, and the expansion of $a$ for $u\gg\kappa$ suffices:
\begin{equation}
a(u)=\frac{\kappa}{2u}-\frac{\kappa^2}{6u^2}+O\!\left(\frac{\kappa^3}{u^3}\right).
\label{eq:aexp}
\end{equation}
Therefore $I_2=\kappa/4-\kappa^2/6+O(\kappa^3L)$. The error has two sources: the remainder gives $\kappa^3\int_\kappa^1du/u$, and the range $u<\kappa$, of width $\kappa$, has an integrand of order $\kappa^2$. Subtracting,
\begin{equation}
I_1-I_2=\frac{\kappa}{2}(L+1-\gamma)+\frac{\kappa^2}{3}+O(\kappa^3L),
\end{equation}
and multiplication by $\frac32$ gives \eqref{eq:main}. Its inverse has the leading form \eqref{eq:lead}.

\section{Second derivation: counting flights}

\subsection{Conductivity as a mean path}

Follow an electron backward from the point where it is observed to the last event that erased its drift. That event is either a bulk collision or a departure from a surface. Let the straight path since then have length $R$. The field has done work $w=-En_xR$ on the electron, which started from the equilibrium distribution at kinetic energy $\varepsilon-w$. To first order in $E$,
\begin{equation}
f=\langle f_0(\varepsilon-w)\rangle=f_0+En_x\bar R\,f_0',
\end{equation}
where $\bar R$ is the mean path for the given position and direction. The current is thus proportional to $n_x^2\bar R$ averaged over positions and directions. In the bulk $\bar R=\lambda$ and $\langle n_x^2\rangle=\frac13$, so
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{\lambda}\,\langle n_x^2\bar R\rangle .
\label{eq:path}
\end{equation}

Let $D=s/u$ be the distance back to the last surface. The path exceeds $r$ if $D>r$ and no bulk collision occurred over that length, which has probability $e^{-r/\lambda}$. The mean of a positive quantity is the integral of the probability that it exceeds $r$, so
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac1\lambda\int_0^\infty e^{-r/\lambda}\,W(r)\,dr,
\qquad W(r)=3\langle n_x^2\,\Theta(D-r)\rangle ,
\label{eq:W}
\end{equation}
where $\Theta$ is the unit step. The function $W$ is pure geometry: it is the weighted fraction of electrons whose straight path back stays inside the film for a length $r$.

\subsection{The geometric factor}

For fixed $u$, $s$ is uniform between 0 and $d$, and $s>ru$ has probability $1-ru/d$ if $u<d/r$ and zero otherwise. The azimuthal average of $n_x^2$ is $(1-u^2)/2$. With $y=r/d$,
\begin{equation}
W=\frac32\int_0^{\min(1,1/y)}(1-u^2)(1-yu)\,du .
\end{equation}
For $y<1$ the upper limit is 1, and
\begin{equation}
W=\frac32\left[\frac23-y\left(\frac12-\frac14\right)\right]=1-\frac{3y}{8}.
\end{equation}
For $y>1$ the upper limit is $1/y$, and
\begin{equation}
W=\frac32\left[\frac1y-\frac1{3y^3}-\frac1{2y}+\frac1{4y^3}\right]
=\frac{3}{4y}-\frac{1}{8y^3}.
\label{eq:tail}
\end{equation}
Both expressions equal $\frac58$ at $y=1$.

\subsection{The thin and thick limits}

With $r=dy$, equation \eqref{eq:W} becomes
\begin{equation}
\frac{\sigma}{\sigma_0}=\kappa\,(A+B-C),
\end{equation}
where each part is expanded for small $\kappa$:
\begin{align}
A&=\int_0^1e^{-\kappa y}\left(1-\frac{3y}{8}\right)dy
=\frac{13}{16}-\frac{3\kappa}{8}+O(\kappa^2),\\
B&=\frac34\int_1^\infty\frac{e^{-\kappa y}}{y}\,dy
=\frac34(L-\gamma+\kappa)+O(\kappa^2),\\
C&=\frac18\int_1^\infty\frac{e^{-\kappa y}}{y^3}\,dy
=\frac1{16}-\frac{\kappa}{8}+O(\kappa^2L).
\end{align}
The integral in $B$ is \eqref{eq:e1} after the substitution $t=\kappa y$. The constants add to $\frac{13}{16}-\frac1{16}=\frac34$, and the terms linear in $\kappa$ to $-\frac38+\frac34+\frac18=\frac12$. The result is again \eqref{eq:main}.

The same representation gives the opposite limit. For $\kappa\gg1$ the exponential confines the integral to $y<1$, with an error of order $e^{-\kappa}$, and
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\kappa\int_0^\infty e^{-\kappa y}\left(1-\frac{3y}{8}\right)dy
=1-\frac{3\lambda}{8d}.
\end{equation}
A thick film has a small surface correction proportional to $\lambda/d$ and no logarithm, because bulk collisions end the flights before the tail \eqref{eq:tail} is reached.

\section{Where the logarithm comes from}

The derivations show the logarithm in two variables. In angle, \eqref{eq:aexp} gives $a\simeq\kappa/(2u)$ for $\kappa\ll u\ll1$: the mean distance since the last surface is $d/(2u)$. Each factor of ten in $u$ then adds the same conductivity,
\begin{equation}
\frac{\Delta\sigma}{\sigma_0\kappa}=\frac34\ln10=1.7269 .
\end{equation}
For $u\ll\kappa$ bulk scattering limits the flight, $a$ tends to 1, and the growth stops. In path length, the tail $W\simeq3d/(4r)$ gives nearly equal contributions from each decade of $r$ in the range $d\ll r\ll\lambda$; as $r$ nears $\lambda$, the factor $e^{-r/\lambda}$ reduces them.

Direct integration at $\kappa=10^{-6}$ gives 1.7247 for $10^{-4}<u<10^{-3}$ and 1.7267 for the next decade. The deficit in the first follows from the second term of \eqref{eq:aexp}, which subtracts $(\kappa/4)(1/u_1-1/u_2)=0.00225$ between the limits $u_1$ and $u_2$.

If electrons with $u<u_c$ are left out, the lower end of the integral no longer moves with $\kappa$, and
\begin{equation}
\frac{\sigma}{\sigma_0\kappa}\to\frac34\int_{u_c}^1\frac{1-u^2}{u}\,du
=\frac34\left[\ln\frac1{u_c}-\frac{1-u_c^2}{2}\right].
\end{equation}
For $u_c=0.1$ the limit is 1.3557. Quadrature gives 1.3555 at $\kappa=10^{-4}$ and 1.3557 at $10^{-6}$. With all electrons kept, the same quantity rises from 7.22 to 10.68, an increase of $\frac34\ln100$.

Long flights alone do not make a logarithm; enough directions must allow them. In a round wire of diameter $D_w$ with diffuse walls, a flight longer than $r\gg D_w$ must lie within an angle of order $D_w/r$ of a line, the axis. The solid angle is of order $(D_w/r)^2$, and its integral over $r$ converges. In the film, long flights need directions close to a plane, and their solid angle falls only as $d/r$.

The limit for the wire follows from \eqref{eq:path}. Let $\theta$ now be the angle to the axis and $c$ the distance back to the wall, projected on the cross-section, so the path is $c/\sin\theta$. For a fixed projected direction, the disc is made of parallel chords of length $\ell(b)=2\sqrt{D_w^2/4-b^2}$, and the mean distance back along a chord is $\ell/2$. Averaging over the area,
\begin{equation}
\bar c=\frac{4}{\pi D_w^2}\int_{-D_w/2}^{D_w/2}\frac{\ell^2}{2}\,db=\frac{4D_w}{3\pi}.
\end{equation}
The angular factor is $\langle\cos^2\theta/\sin\theta\rangle=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac12\cdot\frac{\pi}{2}=\frac{\pi}{4}$, since the solid angle supplies $\sin\theta\,d\theta/2$. Hence $\sigma/\sigma_0\to3\cdot\frac{\pi}{4}\cdot\frac{4D_w}{3\pi\lambda}=D_w/\lambda$. Sampled flights give 0.980 and 1.002 times this value at $D_w/\lambda=10^{-2}$ and $10^{-4}$. Bulk collisions can only shorten flights, so the true factor lies below 1, and the excess in the second number is sampling noise: the standard errors are about 0.003 and 0.005, and quadrature gives 0.9788 and 0.9996. The wire is free of the logarithm at leading order only; its relative correction is of order $(D_w/\lambda)\ln(\lambda/D_w)$.

\section{A film in numbers}

Take round model parameters for a pure, cold metal film without grain boundaries, which would shorten $\lambda$: $k_F=0.7$, $\lambda=10^5$ bohr and $d=2000$ bohr (105.8 nm). Then $\kappa=0.02$ and $L=3.912$. From \eqref{eq:s0},
\begin{equation}
\rho_0=\frac{3\pi^2}{0.7^2\times10^5}=6.04\times10^{-4}\ \text{a.u.}
=0.0131\ \mu\Omega\,\text{cm}.
\end{equation}
The leading form and the form with the constant give
\begin{align}
\frac{4}{3(0.02)(3.912)}&=17.04,\\
\frac{4}{3(0.02)(3.912+0.423)}&=15.38 .
\end{align}
Quadrature of \eqref{eq:int} gives 15.33. Relative to this value the leading form is 11\% too high, and the form with the constant 0.3\% too high. The film resistivity is $15.33\,\rho_0=0.201\ \mu\Omega\,$cm.

Two tests reach the conductivity ratio by other roads. A finite-difference solution of \eqref{eq:g} with an explicit angular sum gives 0.065219, equal to the quadrature value in all digits shown. Two million random flights give $0.06494\pm0.00017$, which is 1.6 standard errors lower.

Electrons with $u<\kappa$ move within $1.15^\circ$ of the film plane. They fill 2\% of all directions and carry 28\% of the current.

The approach to \eqref{eq:lead} is slow:
\begin{center}
\begin{tabular}{cccc}
$\kappa$ & $\rho/\rho_0$ & leading form & excess\\
\hline
$10^{-1}$ & 4.78 & 5.79 & 21\%\\
$10^{-2}$ & 26.5 & 29.0 & 9.3\%\\
$10^{-4}$ & 1384 & 1448 & 4.6\%\\
$10^{-6}$ & $9.36\times10^4$ & $9.65\times10^4$ & 3.1\%
\end{tabular}
\end{center}
The second column is the quadrature value, and the excess is relative to it. The full numerical output follows the text.

\section{What each derivation assumes}

Both derivations use a spherical Fermi surface, one isotropic mean free path, surfaces that erase all drift, and classical straight paths. They differ in where these assumptions enter and in what can be changed.

The Boltzmann route places the surface in a boundary condition, so a partly reflecting surface is easily treated. If a fraction $p<1$ of the electrons is reflected specularly, $v_x$ is kept in those reflections and $g(0)=p\,g(d)$. The solution is $g=1-Ke^{-s/(\lambda u)}$ with
\begin{equation}
K=\frac{1-p}{1-pe^{-t}},\qquad t=\frac{\kappa}{u}.
\end{equation}
For fixed $p$ and small $t$, $K\simeq1-pt/(1-p)$. The thickness average is then
\begin{equation}
1-K\,\frac{1-e^{-t}}{t}\simeq\frac t2+\frac{pt}{1-p}=\frac{t}{2}\,\frac{1+p}{1-p}.
\end{equation}
At leading logarithmic order the conductivity is multiplied by $(1+p)/(1-p)$. This factor multiplies the coefficient of $L$ only; the constant beside $L$ also changes, and at $\kappa=0.02$ the conductivity rises by a factor 2.13 rather than 3 for $p=0.5$, and 6.4 rather than 19 for $p=0.9$. For a $p$ independent of angle the logarithm survives, because reflection lengthens the flights at all these angles by the same factor. Real surfaces tend to reflect grazing electrons more specularly. With the common roughness law $p=e^{-(2k_Fhu)^2}$ for rms height $h$, $1-p\simeq(2k_Fhu)^2$ at small $u$, the response grows as $\kappa/u^3$ instead of $\kappa/u$, and as $\kappa\to0$ the logarithm gives way to $\sigma\propto\kappa^{1/3}$. In the example this law gives $\rho/\rho_0=6.9$, 11.9 and 14.9 for $h=5$, 20 and 100 bohr, against 15.33. The fully diffuse result needs $2k_Fh\kappa$ well above one. In the flight picture the same case requires a sum over paths folded by reflection.

The flight route places the shape of the conductor in $W(r)$ and bulk scattering in $e^{-r/\lambda}$. It needs no differential equation and carries over to other shapes, as the wire shows. The exponential is where it assumes a constant collision rate; the Boltzmann route makes that assumption in its relaxation term. Both also require each bulk collision to erase the drift. Scattering mainly through small angles does not do so, and since the cutoff sits at small $u$, a single $\lambda$ may then fail for the very electrons that produce the logarithm.

The shared classical assumption sets a lower limit on thickness. Combining \eqref{eq:main} and \eqref{eq:s0} at leading order in $\kappa$,
\begin{equation}
\sigma\simeq\frac{k_F^2d}{4\pi^2}\left[\ln\frac{\lambda}{d}+1-\gamma\right],
\end{equation}
so at fixed $d$ the purity of the metal enters through the logarithm alone, and the classical $\sigma$ diverges as $\lambda\to\infty$. Confinement between hard walls, however, allows only $k_z=n\pi/d$ with integer $n$, which spaces $u$ by $\pi/(k_Fd)$. The cutoff at $u\approx\kappa$ is resolved if this spacing is much smaller than $\kappa$:
\begin{equation}
\frac{\pi\lambda}{k_Fd^2}\ll1,\qquad\text{or}\qquad
\sqrt{\frac{\pi\lambda}{k_F}}\ll d\ll\lambda .
\end{equation}
This is an estimate of scale, not a quantum theory of transport. In the example the ratio is 0.11, and it reaches one at $d=670$ bohr. Even at 0.11 the discreteness is visible: replacing the integral \eqref{eq:int} by a sum over $u=n\pi/(k_Fd)$, $n\ge1$, raises $\rho/\rho_0$ from 15.33 to about 15.7, some 2.5\%, which exceeds the 0.3\% error of the form with the constant. Well below that thickness the classical cutoff has no meaning, and neither derivation supports \eqref{eq:lead}. In terms of $\kappa$ the condition reads $\lambda\gg\pi/(k_F\kappa^2)$. For $k_F=0.7$ this is 2.4 $\mu$m at $\kappa=10^{-2}$, but 2.4 cm at $10^{-4}$ and about 240 m at $10^{-6}$, so the last two rows of the table illustrate the asymptotics of the model and not real metals.

\section*{Calculated quantities}
\begin{verbatim}
Fermi wave number: 0.700 1/bohr
bulk mean free path: 100000 bohr
film thickness: 2000 bohr = 105.8 nm
kappa: 0.0200 (dimensionless)
ln(1/kappa): 3.9120 (dimensionless)
1 - gamma: 0.4228 (dimensionless)
sigma/sigma0, quadrature: 0.065219 (dimensionless)
sigma/sigma0, Boltzmann grid: 0.065219 (dimensionless)
sigma/sigma0, random flights: 0.06494 +- 0.00017 (dimensionless)
sigma/sigma0, log plus constant: 0.065022 (dimensionless)
rho/rho0, quadrature: 15.333 (dimensionless)
rho/rho0, leading log: 17.041 (dimensionless)
rho/rho0, log plus constant: 15.379 (dimensionless)
leading-log error: 11.14 percent
log-plus-constant error: 0.30 percent
bulk resistivity: 6.0426e-04 a.u. = 0.01314 microohm cm
film resistivity: 9.2651e-03 a.u. = 0.20142 microohm cm
directions with u < kappa: 2.00 percent
current carried by u < kappa: 28.04 percent
cutoff angle from film plane: 1.146 degrees
subband spacing in u divided by kappa: 0.1122 (dimensionless)
thickness where that ratio is one: 669.9 bohr
integral constant, numerical: 0.461394 (dimensionless)
integral constant, formula: 0.461392 (dimensionless)
Table: kappa, rho/rho0 true, leading, with constant, leading error in percent
  1e-01  4.78166e+00  5.79059e+00  4.89230e+00  21.10
  1e-02  2.64836e+01  2.89530e+01  2.65184e+01  9.32
  1e-03  1.81871e+02  1.93020e+02  1.81887e+02  6.13
  1e-04  1.38410e+03  1.44765e+03  1.38411e+03  4.59
  1e-06  9.36442e+04  9.65099e+04  9.36442e+04  3.06
  1e-12  4.75277e+10  4.82549e+10  4.75277e+10  1.53
sigma/(sigma0 kappa) per decade of u, at kappa = 1e-6 (dimensionless):
  u 1e-4 to 1e-3: 1.7247; u 1e-3 to 1e-2: 1.7267
  predicted per decade: 1.7269
sigma/(sigma0 kappa) at kappa = 1e-4 and 1e-6 (dimensionless):
  all electrons: 7.2249, 10.6787
  only u > 0.1: 1.3555, 1.3557
  predicted limit for u > 0.1: 1.3557
round wire, sigma/(sigma0 kappa), kappa = diameter/mean free path:
  kappa 1e-2: 0.980; kappa 1e-4: 1.002 (dimensionless)
\end{verbatim}
